\section*{Why Negative Hessian Counts Depend on Coordinates Away from Stationary Points}

\section{Definitions and conventions}

Let $V(x)$ be the potential energy of a molecule as a smooth function of $n$ Cartesian coordinates $x_i$. Its gradient and Hessian are
\begin{equation}
g_i=\frac{\partial V}{\partial x_i},\qquad
H_{ij}=\frac{\partial^2V}{\partial x_i\partial x_j}.
\end{equation}
A second set of $n$ coordinates $q_a$ describes the same geometries through smooth functions $x_i(q)$. The Jacobian matrix
\begin{equation}
J_{ia}=\frac{\partial x_i}{\partial q_a}
\end{equation}
is assumed invertible at the geometry considered. The energy as a function of $q$ is $\tilde V(q)=V(x(q))$, and its Hessian is $\tilde H_{ab}=\partial^2\tilde V/\partial q_a\partial q_b$.

The count of a symmetric matrix is the triple $(n_-,n_0,n_+)$: the numbers of its negative, zero and positive eigenvalues. A first-order saddle has $n_-=1$. The question is whether $H$ and $\tilde H$ have the same count at the same geometry. The eigenvalues themselves generally differ, and may even mix units when $q$ contains lengths and angles. Their signs are what is compared. The algebra is in atomic units; numerical results are in eV and \AA.

\section{Where the gradient term comes from}

The chain rule gives the first derivative,
\begin{equation}
\frac{\partial\tilde V}{\partial q_a}=\sum_i g_i(x(q))\,J_{ia}(q).
\end{equation}
Both factors depend on $q$, so the product rule gives
\begin{equation}
\tilde H_{ab}=\sum_i\frac{\partial g_i}{\partial q_b}J_{ia}
+\sum_i g_i\frac{\partial J_{ia}}{\partial q_b}.
\end{equation}
In the first sum, $\partial g_i/\partial q_b=\sum_jH_{ij}J_{jb}$, again by the chain rule. In the second, $\partial J_{ia}/\partial q_b=\partial^2x_i/\partial q_a\partial q_b$. Therefore
\begin{equation}
\tilde H=J^{T}HJ+C,\qquad
C_{ab}=\sum_i g_i\frac{\partial^2x_i}{\partial q_a\partial q_b}.
\label{law}
\end{equation}

To see what $C$ means, move along the straight line $q=q_0+tu$. In Cartesian space this is the curve
\begin{equation}
x(t)=x_0+tJu+\tfrac12t^2b+O(t^3),\qquad
b_i=\sum_{ab}\frac{\partial^2x_i}{\partial q_a\partial q_b}u_au_b .
\end{equation}
Inserting it in the Taylor expansion of $V$ and keeping terms through $t^2$ gives
\begin{equation}
V=V_0+t\,g^{T}Ju+\tfrac12t^2\left[(Ju)^{T}H(Ju)+g^{T}b\right]+O(t^3).
\end{equation}
The bend of the path turns slope into apparent curvature. One dimension shows this at its plainest: $V=Fx$ has no curvature in $x$, but with $x=q+\kappa q^2/2$ it becomes $Fq+F\kappa q^2/2$, whose second derivative is $F\kappa$. Its sign is set by the choice of $\kappa$.

\section{Why stationary points are safe}

The term $J^THJ$ has the same count as $H$. To prove this, let $n_-$ be the number of negative eigenvalues of $H$. The corresponding eigenvectors span a space of dimension $n_-$ on which $v^THv<0$ for every nonzero $v$. No larger space has this property: it would share a nonzero vector with the space spanned by the other $n-n_-$ eigenvectors, where $v^THv\ge0$. Thus $n_-$ is the largest dimension of a space on which the form is negative.

Now put $v=Ju$. Then $u^TJ^THJu=v^THv$, and the invertible matrix $J$ maps spaces of $u$ to spaces of $v$ without changing their dimension. The largest negative spaces of $H$ and $J^THJ$ therefore have equal dimension. The same argument for positive spaces fixes $n_+$, and $n_0=n-n_--n_+$ follows. This is Sylvester's law of inertia.

Two cases follow from Eq.~(\ref{law}). At a stationary point $g=0$, hence $C=0$, and the count is the same in all admissible coordinates. For a linear change of coordinates the second derivatives of $x$ vanish, hence $C=0$ at every geometry. Mass weighting and changes of unit are of this second kind.

Invertibility matters even at a stationary point. With $V=x^2/2$ and $x=q^3$, the curvature at the origin is one in $x$ and zero in $q$, because $J=3q^2$ vanishes there. Singular angles, and redundant sets with more coordinates than degrees of freedom, need separate treatment.

\section{How much the count can change}

If $g\ne0$, the freedom is complete. Choose any symmetric matrix $K$ and define new coordinates $s$ near $x_0$ by
\begin{equation}
x_i=x_{0,i}+s_i+\frac{g_i}{2|g|^2}\,s^{T}Ks ,
\end{equation}
with $g$ held at its value at $x_0$. Since $K$ is symmetric, $\partial(s^TKs)/\partial s_a=2(Ks)_a$, so
\begin{equation}
\frac{\partial x_i}{\partial s_a}=\delta_{ia}+\frac{g_i(Ks)_a}{|g|^2},
\qquad
\frac{\partial^2x_i}{\partial s_a\partial s_b}=\frac{g_iK_{ab}}{|g|^2}.
\end{equation}
At $s=0$ the Jacobian is the unit matrix, so the coordinates are locally valid. The gradient term is $C_{ab}=\sum_ig_i^2K_{ab}/|g|^2=K_{ab}$, and
\begin{equation}
\tilde H=H+K .
\end{equation}
Setting $K=T-H$ produces any desired symmetric matrix $T$, and hence any count.

For example, $V=x^2+2y^2-z^2+xyz+x$ has gradient $(5,6,-3)$ at $(1,1,2)$ and one negative Hessian eigenvalue. Four choices of $K$ gave, by direct differentiation of the transformed function, zero, one, two and three negative eigenvalues at this same point.

Removing the gradient direction does not cure the ambiguity. For a direction $v$ with $g^Tv=0$, the construction still changes $v^THv$ to $v^THv+v^TKv$. Transverse curvatures along a reaction path, where $g\ne0$, therefore also need a stated coordinate convention.

Ordinary coordinates bend by a limited amount, and a sufficient condition for agreement is available. Write $A=J^THJ$, and let $\|C\|$ be the largest absolute eigenvalue of $C$. For every unit vector $u$,
\begin{equation}
u^{T}Au-\|C\|\le u^{T}(A+C)u\le u^{T}Au+\|C\|.
\end{equation}
The $k$th eigenvalue in ascending order is the minimum, over all $k$-dimensional spaces, of the maximum of this form on unit vectors. The inequalities survive both operations, so each ordered eigenvalue moves by at most $\|C\|$. If
\begin{equation}
\|C\|<\min_k|\lambda_k(A)|,
\label{safe}
\end{equation}
none can reach zero and the counts agree. The condition is sufficient, not necessary. Among random symmetric $3\times3$ pairs $A,C$, none of the 867 that met it changed count; of the others, 511 changed and the rest did not.

Near a stationary point without zero eigenvalues, $C$ tends to zero while the eigenvalues of $A$ do not, so a safe neighbourhood exists. For a free molecule this applies between two nonredundant sets of internal coordinates. In the full Cartesian space, translations and rotations supply zero eigenvalues at the stationary point, and Eq.~(\ref{safe}) gives no protection to them.

\section{Ammonia near its inversion saddle}

Ammonia is a nitrogen precursor for nitride films, and its umbrella inversion passes through a planar saddle. The numbers below are for the isolated molecule at the RHF/6-31G** level. One description uses the 12 Cartesian coordinates. The other uses the nitrogen position and spherical coordinates $(r_i,\theta_i,\phi_i)$ of each N--H vector, with the polar axis along the threefold axis. This is also a set of 12 coordinates, nonsingular near the planar geometry.

\subsection{The umbrella curvature}

Keep the threefold symmetry and the nitrogen fixed. All three hydrogens have distance $\rho=r\sin\theta$ from the axis and height $z=r\cos\theta$. Let $W(r,\theta)=V(\rho,z)$, with subscripts denoting derivatives. Since $\rho_\theta=r\cos\theta$ and $z_\theta=-r\sin\theta$,
\begin{equation}
W_\theta=r\cos\theta\,V_\rho-r\sin\theta\,V_z .
\end{equation}
Differentiating the prefactors and then $V_\rho$ and $V_z$ gives
\begin{align}
W_{\theta\theta}={}&-r\sin\theta\,V_\rho-r\cos\theta\,V_z
+r^2\cos^2\theta\,V_{\rho\rho}\nonumber\\
&-2r^2\sin\theta\cos\theta\,V_{\rho z}+r^2\sin^2\theta\,V_{zz}.
\end{align}
The first two terms are the gradient term. Because $W_r=\sin\theta\,V_\rho+\cos\theta\,V_z$, they equal $-rW_r$. At the planar geometry, $\theta=\pi/2$, the equation reduces to $W_{\theta\theta}=-rW_r+r^2V_{zz}$, or
\begin{equation}
V_{zz}=\frac{W_{\theta\theta}}{r^2}+\frac{W_r}{r}.
\label{umbrella}
\end{equation}

The geometry explains the sign. Raising the hydrogens vertically from the plane lengthens each bond from $\rho$ to $\sqrt{\rho^2+z^2}\simeq\rho+z^2/(2\rho)$. If the bonds are already too long, $W_r>0$ and this costs energy. Moving along an arc of fixed $r$ avoids that cost.

The sign of $V_{zz}$ is also the sign of a full Cartesian eigenvalue. By symmetry the umbrella eigenvector, orthogonal to translation, moves each hydrogen by $a$ and nitrogen by $-3a$. The relative height is $4a$ and the squared length is $3a^2+9a^2=12a^2$, so the eigenvalue is $(16/12)V_{zz}=\tfrac43V_{zz}$.

\subsection{The rotational curvatures}

At planar geometries symmetry leaves the nitrogen without a force and makes the gradient on each hydrogen radial: $g_i=(W_r/3r)x_i$, where $x_i$ is now the position vector of hydrogen $i$ from nitrogen. The factor $1/3$ appears because $W_r$ sums three equal bond derivatives.

Rotate the molecule about a unit axis $\omega$ through nitrogen. To first order $x_i$ changes by $\varphi t_i$, with $t_i=\omega\times x_i$. The gradient rotates with the molecule, so its change is $\varphi\,\omega\times g_i$. The Hessian gives the same change as $\varphi Ht$. Hence
\begin{equation}
(Ht)_i=\omega\times g_i=\frac{W_r}{3r}\,\omega\times x_i=\frac{W_r}{3r}\,t_i .
\end{equation}
The nitrogen components vanish on both sides. The three rotations are thus Cartesian eigenvectors with eigenvalue $W_r/(3r)$: zero at the saddle, positive for stretched bonds and negative for compressed ones.

In the spherical coordinates a rotation about nitrogen leaves every $r_i$ unchanged. Write its displacement as $\tau_a(q)$; invariance means $\sum_a\tilde V_a\tau_a=0$, where $\tilde V_a=\partial\tilde V/\partial q_a$. Differentiating with respect to $q_b$ gives
\begin{equation}
\sum_a\tilde H_{ba}\tau_a=-\sum_a\tilde V_a\frac{\partial\tau_a}{\partial q_b}.
\end{equation}
At the planar geometry $\tilde V_a$ is nonzero for the $r_i$ alone, and their $\tau_a$ vanish identically. The right side is zero, so all three rotations remain zero modes.

\subsection{Numbers}

Three planar geometries were compared: the saddle, with N--H length 0.987 \AA, and the same structure with all bonds changed by $+0.12$ or $-0.05$ \AA. Eigenvalues smaller in magnitude than 0.001 atomic units were counted as zero.

\begin{center}
\begin{tabular}{lrrr}
\hline
 & saddle & stretched & compressed\\
\hline
energy above saddle (eV) & 0 & 0.929 & 0.228\\
$W_r$ (eV/\AA) & 0 & 13.68 & $-9.63$\\
$W_{\theta\theta}/r^2$ (eV/\AA$^2$) & $-7.55$ & $-10.16$ & $-6.23$\\
$W_r/r$ (eV/\AA$^2$) & 0 & 12.37 & $-10.28$\\
$V_{zz}$ (eV/\AA$^2$) & $-7.55$ & 2.21 & $-16.51$\\
$W_r/(3r)$ (eV/\AA$^2$) & 0 & 4.12 & $-3.43$\\
Cartesian count & (1,6,5) & (0,3,9) & (4,3,5)\\
spherical count & (1,6,5) & (1,6,5) & (1,6,5)\\
\hline
\end{tabular}
\end{center}

At the saddle the counts agree: one umbrella mode, six zero modes and five positive vibrations. In the stretched structure Eq.~(\ref{umbrella}) reads $-10.16+12.37=2.21$ eV/\AA$^2$, the value from the Cartesian Hessian; here $W_{\theta\theta}$ came separately from finite differences in the angle. The values quoted are for vanishing step; a step of 0.01 rad, as in the numerical output, makes $|W_{\theta\theta}|$ smaller by about 0.004 eV/rad$^2$. The gradient term outweighs the negative angular curvature, and no negative Cartesian eigenvalue remains. The nine positive ones are six vibrations and three rotations. Mass weighting leaves this count at $(0,3,9)$, as a linear change must.

In the compressed structure the umbrella curvature stays negative and the three rotations join it, which makes four. Projecting out rotations removes these three extra negative eigenvalues. It does not restore the missing one in the stretched structure, because the umbrella vector is orthogonal to translations and rotations.

The law was also tested off the plane, at the stretched length and $\theta=80^\circ$. Energy differences gave $W_{\theta\theta}=-4.89$ eV/rad$^2$, and Eq.~(\ref{law}) gave the same to these digits. The gradient term contributes $-14.44$, so the congruent part is $-4.89+14.44=9.55$ eV/rad$^2$. This diagonal entry changes sign, although one entry of a nondiagonal matrix does not by itself determine the full count.

\subsection{How small a displacement is enough}

By Eq.~(\ref{umbrella}), $V_{zz}$ vanishes when $W_r=-W_{\theta\theta}/r$. For a small stretch $\delta$ put $W_r\simeq W_{rr}\delta$ and hold $r$, $W_{rr}$ and $W_{\theta\theta}$ at their saddle values:
\begin{equation}
\delta\simeq-\frac{W_{\theta\theta}}{rW_{rr}}
=\frac{7.353}{0.9866\times164.1}\ \text{\AA}=0.045\ \text{\AA}.
\end{equation}
The sign change found on the computed surface is at 0.076 \AA, with an energy cost of 0.40 eV. The estimate is low for two reasons visible at the 0.12 \AA\ stretch. The bond softens: $W_r$ is 13.7 instead of the harmonic $164.1\times0.12=19.7$ eV/\AA. The angular curvature also deepens, from $-7.35$ to $-12.44$ eV/rad$^2$. The growth of $r$, also ignored in the estimate, acts the other way and offsets part of this increase.

A natural length for comparison is the zero-point width of the breathing stretch. With nitrogen at rest, the three hydrogens have kinetic energy $\frac12M\dot r^2$, where $M=3m_{\mathrm H}$. For a harmonic oscillator of frequency $\omega_b=\sqrt{W_{rr}/M}$,
\begin{equation}
\sqrt{\langle\delta^2\rangle}=\frac{1}{\sqrt{2M\omega_b}}=0.038\ \text{\AA}.
\end{equation}
The critical stretch is twice this width: a modest error in a trial structure, not a broken bond.

\subsection{Relation to real ammonia}

The computed bond length is close to the rough real value of 1.0 \AA. The cost of 0.40 eV, counted from the planar saddle, exceeds the real inversion barrier, roughly 0.25 eV, and is about eight times $k_BT$ at 600 K. Many nitride films are grown at higher temperatures, where this ratio is smaller. A molecule starting from its pyramidal minimum must pay the barrier as well. The ratio to $k_BT$ does not give the probability of the stretch, however. The breathing quantum on this surface is about 0.47 eV, far above $k_BT$, so the bond lengths follow the zero-point distribution: for the breathing motion alone at the planar geometry, about 3\% of it lies beyond the critical stretch, against a Boltzmann factor of $4\times10^{-4}$. In any case a trial structure in a saddle search is not a thermal sample. The RHF level omits electron correlation and the basis is small. All-electron MP2/aug-cc-pVDZ moves the critical stretch to 0.070 \AA, a change of about 8\% relative to RHF, and gives a planar bond length of 1.003 \AA. Method and basis change together in this comparison, so the shift of 0.006 \AA\ cannot be assigned to correlation alone. MP2 is itself approximate and neither basis has been shown to be converged; the critical stretch should be read as 0.07--0.08 \AA, and the digits in the table belong to RHF/6-31G**, not to the real molecule. On a growing film, the surface breaks the symmetry and exerts forces on the molecule; that shift was not computed, so 0.076 \AA\ should not be carried over to adsorbed ammonia.

\section{A coordinate-independent alternative and its price}

The gradient term can be subtracted systematically. Lengths in Cartesian space define the metric $G=J^TJ$ in the coordinates $q$. Its Christoffel symbols are
\begin{equation}
\Gamma^c_{ab}=\frac12\sum_d(G^{-1})_{cd}
\left(\partial_aG_{db}+\partial_bG_{da}-\partial_dG_{ab}\right).
\end{equation}
Insert $G_{ab}=\sum_iJ_{ia}J_{ib}$ and write $x_{i,ab}$ for the second derivatives. The bracket becomes
\begin{align}
\sum_i\bigl(&x_{i,ad}J_{ib}+J_{id}x_{i,ab}+x_{i,bd}J_{ia}+J_{id}x_{i,ab}\nonumber\\
&-x_{i,ad}J_{ib}-J_{ia}x_{i,bd}\bigr)=2\sum_iJ_{id}x_{i,ab}.
\end{align}
Using $\partial\tilde V/\partial q_c=\sum_jg_jJ_{jc}$ and $JG^{-1}J^T=JJ^{-1}J^{-T}J^T=1$,
\begin{equation}
\sum_c\Gamma^c_{ab}\frac{\partial\tilde V}{\partial q_c}
=\sum_{ij}g_j(JG^{-1}J^{T})_{ji}x_{i,ab}=C_{ab}.
\end{equation}
The covariant Hessian $\tilde H-C=J^THJ$ therefore has the Cartesian count in every admissible coordinate set.

The price is the choice of metric. Declaring the $q$ themselves to be flat coordinates makes the Christoffel symbols zero in $q$ and returns the count of $\tilde H$. For stretched ammonia the first choice gives no negative eigenvalue and the second gives one. Neither is the true count of the energy surface, since energy alone does not say which paths are straight.

\section{What to do in practice}

\begin{enumerate}
\item Certify a transition state after the gradient has converged. Then count in any nonsingular, nonredundant set, setting aside translations and rotations. Near-zero vibrational eigenvalues need tighter convergence, since a small residual gradient can change their sign.
\item During a search, report the coordinates with the count. A missing or surplus negative eigenvalue is not by itself a reason to reject a trial structure. For an umbrella motion of this kind near its planar geometry, compare $W_r/r$ with $|W_{\theta\theta}|/r^2$; if the first is comparable to the second or larger, relax the bonds first.
\item When a Cartesian Hessian is converted for a quadratic model in internal coordinates, include $C$. Without it the model has the wrong second derivatives along straight lines in those coordinates.
\item Along a reaction path, fix one metric, such as the mass-weighted Cartesian one, and use it throughout. A change of sign in a transverse curvature is then well defined within that convention, but its position can move if the convention changes.
\end{enumerate}

The numerical output lists the computed values, several of them to further digits.

\section*{Computed results}
\begin{verbatim}
Planar NH3, RHF/6-31G**; counts are (negative, zero, positive)
Zero threshold for counts: 0.001 atomic units
Saddle N-H length: 0.9866 angstrom
[saddle] N-H length: 0.9866 angstrom
  change of length: +0.00 angstrom
  energy above saddle: 0.000 eV
  W_r: 0.000 eV/angstrom
  W_thetatheta: -7.349 eV/rad^2
  W_thetatheta/r^2: -7.551 eV/angstrom^2
  W_r/r: 0.000 eV/angstrom^2
  V_zz (Cartesian): -7.554 eV/angstrom^2
  rotation curvature W_r/(3r): 0.000 eV/angstrom^2
  Cartesian count: (1, 6, 5)
  spherical-coordinate count: (1, 6, 5)
[stretched] N-H length: 1.1066 angstrom
  change of length: +0.12 angstrom
  energy above saddle: 0.929 eV
  W_r: 13.685 eV/angstrom
  W_thetatheta: -12.431 eV/rad^2
  W_thetatheta/r^2: -10.152 eV/angstrom^2
  W_r/r: 12.367 eV/angstrom^2
  V_zz (Cartesian): 2.211 eV/angstrom^2
  rotation curvature W_r/(3r): 4.122 eV/angstrom^2
  Cartesian count: (0, 3, 9)
  spherical-coordinate count: (1, 6, 5)
[compressed] N-H length: 0.9366 angstrom
  change of length: -0.05 angstrom
  energy above saddle: 0.228 eV
  W_r: -9.629 eV/angstrom
  W_thetatheta: -5.459 eV/rad^2
  W_thetatheta/r^2: -6.223 eV/angstrom^2
  W_r/r: -10.281 eV/angstrom^2
  V_zz (Cartesian): -16.508 eV/angstrom^2
  rotation curvature W_r/(3r): -3.427 eV/angstrom^2
  Cartesian count: (4, 3, 5)
  spherical-coordinate count: (1, 6, 5)
Stretched, mass-weighted Cartesian count: (0, 3, 9)
Off-plane test: stretched length, theta = 80 degrees
  W_thetatheta from energies: -4.888 eV/rad^2
  W_thetatheta from the law: -4.890 eV/rad^2
  gradient term in it: -14.437 eV/rad^2
Critical stretch, RHF: 0.076 angstrom
Energy cost of critical stretch, RHF: 0.402 eV
W_rr at saddle: 164.1 eV/angstrom^2
Harmonic estimate of critical stretch: 0.045 angstrom
Critical stretch, MP2/aug-cc-pVDZ: 0.070 angstrom
Planar N-H length, MP2/aug-cc-pVDZ: 1.003 angstrom
Zero-point rms width of breathing stretch: 0.038 angstrom
Model point: original negative count 1, counts produced [0, 1, 2, 3]
Random matrices: 867 safe cases, none changed; 511 others changed
\end{verbatim}
